# Why dopants deactivate in thin nanowires: the dielectric cylinder

A semiconductor doped so that most donors give up their electrons at room temperature may supply far fewer carriers once it is shaped into a wire a few nanometres thick. The donors can all be present, on lattice sites, and still hold their electrons. Confinement is part of the reason. In surroundings of low permittivity the larger part is electrostatic: field lines leave the wire, where the semiconductor no longer screens them.

## The model

Take a donor on the axis of a cylinder of radius $R$ and permittivity $\varepsilon_i$, in an unbounded medium of permittivity $\varepsilon_o$. The electron has an isotropic effective mass $m$ and meets a hard wall at $R$. Permittivities are static and local, and the interface is sharp. Write $C=e^2/4\pi\varepsilon_0=1.44$ eV nm, $r=\varepsilon_i/\varepsilon_o$, $s=\rho/R$, $\zeta=z/R$ and $x=kR$.

The ionisation energy $E_I$ is the lowest subband edge of the donor-free wire minus the bound level. Both include the electron's interaction with the polarisation that it induces itself.

## The image potential

For a unit charge at $(\rho_0,\phi_0,0)$ in a uniform medium,

$$\frac1{|\mathbf r-\mathbf r_0|}=\frac2\pi\sum_{m=-\infty}^{\infty}e^{im(\phi-\phi_0)}\int_0^\infty dk\,\cos(kz)\,I_m(k\rho_<)K_m(k\rho_>).$$

The interface adds a solution regular on the axis. Apart from the common factor $I_m(k\rho_0)/\varepsilon_i$, the radial function near the surface is $K_m+A_mI_m$ inside and $D_mK_m$ outside. Continuity of potential and of normal displacement at $R$ requires

$$K_m+A_mI_m=D_mK_m,\qquad r(K_m'+A_mI_m')=D_mK_m',$$

with all functions taken at $x$. Insert $D_m=1+A_mI_m/K_m$ into the second equation and multiply by $K_m$:

$$A_m(rI_m'K_m-I_mK_m')=-(r-1)K_mK_m'.$$

Since $K_m'<0$,

$$A_m=\frac{(r-1)K_m|K_m'|}{rI_m'K_m+I_m|K_m'|}.$$

This is positive for $r>1$: the polarisation charge has the sign of its source. A positive donor therefore attracts the electron more strongly than it would in bulk.

For a donor on the axis only $m=0$ survives. Its image contributes $-W$ to the electron's energy, with

$$W(\rho,z)=\frac{2C}{\pi\varepsilon_iR}\int_0^\infty dx\,A_0(x)I_0(xs)\cos(x\zeta),$$

$$W(0,0)=\frac{CF}{\varepsilon_iR},\qquad F=\frac2\pi\int_0^\infty A_0(x)\,dx .$$

At fixed $r$, $F$ is a number, so $W(0,0)$ varies exactly as $1/R$. For $\varepsilon_i=11.7$ in vacuum, quadrature gives $F=5.44$ and $W(0,0)=670\ \text{meV nm}/R$.

## How the donor loses its screening

For small $x$, $I_0\to1$, $I_0'\to x/2$ and $|K_0'|\to1/x$, so

$$A_0\simeq\frac{(r-1)K_0}{1+\tfrac12rx^2K_0}.$$

The cosine transform of the leading term, $(2/\pi)\int K_0(x)\cos(x\zeta)dx=1/\sqrt{1+\zeta^2}$, tends to $1/\zeta$. Adding the direct term gives

$$\frac{C}{\varepsilon_i z}\,[1+(r-1)]=\frac{C}{\varepsilon_o z}.$$

At long range the donor is screened by the surroundings alone.

The approach is not monotonic. The next term in $A_0$ is $-\frac12r(r-1)x^2\ln^2x$, to leading logarithm. Differentiating $\int_0^\infty x^p\cos(x\zeta)dx=-\Gamma(1+p)\sin(\pi p/2)\,\zeta^{-1-p}$ twice at $p=0$ (in the sense of analytic continuation) gives $\pi(\ln\zeta+\gamma)/\zeta$ for the transform of $\ln^2x$, where $\gamma$ is Euler's constant. The factor $x^2$ becomes $-d^2/d\zeta^2$, so that

$$\frac{C}{\varepsilon_i z}+W(0,z)\simeq\frac{C}{\varepsilon_oz}\left[1+\frac{2(r-1)\ln\zeta}{\zeta^2}\right].$$

This leading-logarithm form converges slowly: in vacuum it overstates the excess over $C/(\varepsilon_oz)$ by a factor of two at $10R$ and by 16 to 18% between $30R$ and $300R$. The wire carries flux along its length before releasing it, which leaves the axial potential above $C/(\varepsilon_oz)$ at these distances. In vacuum the effective permittivity, defined by equating the axial potential energy to $C/(\varepsilon_{\rm eff}z)$, is 1.93 at $z=R$, 0.80 at $10R$, 0.94 at $30R$ and 0.99 at $80R$.

## What the electron's self-energy does

The electron also polarises the interface. If its charge is built up gradually, the image grows in proportion, and the work is half the final charge times the final image potential:

$$\Sigma(\rho)=\frac{C}{\pi\varepsilon_iR}\sum_m\int_0^\infty dx\,A_m(x)I_m^2(xs).$$

On the axis $\Sigma(0)=W(0,0)/2$. The bound electron obeys

$$H=-\frac{\hbar^2}{2m}\nabla^2+\Sigma(\rho)-\frac{C}{\varepsilon_i\sqrt{\rho^2+z^2}}-W(\rho,z),$$

and the band edge follows from the first two terms alone. Because $\Sigma$ depends only on $\rho$, a fixed transverse state gives it the same mean in the edge and in the bound level, and it cancels from $E_I$. What remains comes from the donor's slight reshaping of the transverse state.

The same physics can be told with total polarisation energies. An ionised donor and a distant electron each pay a self-energy. When the electron is bound, the attraction $-\langle W\rangle$ repays most of both. The $1/R$ cost of ionisation may thus be called the donor's image attraction or the self-energy of the separated charges, but the two must not be added.

## How large is the gain?

Set $\Sigma$ aside. Let $\psi_0$ and $\psi_W$ be the ground states without and with $W$, of energies $E_0$ and $E_W$. Using each as a trial state for the other problem gives

$$E_W\le E_0-\langle W\rangle_{\psi_0},\qquad E_0\le E_W+\langle W\rangle_{\psi_W}.$$

The band edge is common to both problems, so the gain in ionisation energy is $E_0-E_W$, and

$$\langle W\rangle_{\psi_0}\le E_0-E_W\le\langle W\rangle_{\psi_W}.$$

These means stay near $W(0,0)$ unless the wire is much thinner than the bulk donor radius, when the state extends over many wire radii along the axis. Expanding $I_0(xs)\cos(x\zeta)=1+x^2(s^2/4-\zeta^2/2)+\dots$ shows that $W$ rises towards the wall as it falls along the axis. For a spherical state $\langle\rho^2\rangle=2\langle z^2\rangle$ and the second-order terms cancel; for an elongated state they cancel in part.

For $r>1$, in a wire much wider than the bulk donor radius $a$, the bound level tends to $-\mathrm{Ry}^*-W(0,0)+\Sigma(0)=-\mathrm{Ry}^*-W(0,0)/2$, where $\mathrm{Ry}^*$ is the bulk binding energy. The free electron settles near the minimum of $\Sigma$ on the axis. The curvature there scales as $R^{-3}$, so the zero-point energy, proportional to its square root, scales as $R^{-3/2}$. Hence

$$E_I=\mathrm{Ry}^*+\frac{CF}{\varepsilon_iR}+O(R^{-3/2}).$$

## Numbers in the silicon regime

Take $\varepsilon_i=11.7$ and $m=0.30\,m_e$, rough values for silicon. They give $\mathrm{Ry}^*=29.8$ meV and $a=2.06$ nm. Diagonalising $H$ in products of radial Bessel functions and axial Gaussians gives $E_I$ in meV:

| $R$ (nm) | vacuum | oxide, $\varepsilon_o=3.9$ | matched, $\varepsilon_o=11.7$ |
|---:|---:|---:|---:|
| 1.5 | 558 | 229 | 120 |
| 2 | 430 | 181 | 98 |
| 4 | 229 | 104 | 61 |
| 8 | 126 | 63 | 41 |
| 16 | 76 | 44 | 33 |

The matched column shows confinement alone. The excess of the vacuum column over it follows $R^{-0.97}$ to $R^{-0.99}$ between successive computed radii. The total $E_I$ is less steep: its local exponent runs from $-0.91$ in the thinnest wires to $-0.68$ between 12 and 16 nm, as the constant bulk binding gains weight. At 16 nm the wide-wire law without its correction gives $29.8+41.9=71.7$ meV, against the computed 75.8 meV.

For $R=2$ nm in vacuum, $W(0,0)=335$ meV. Adding $W$ alone raises $E_I$ from 98 to 428 meV; the bounds on this gain are 329 and 331 meV. Including $\Sigma$ adds only 1.4 meV, although its mean is 181 meV in the edge state and 179 meV in the bound state. In the other account, the separated charges cost $167+181=348$ meV and the neutral donor $167+179-331\simeq16$ meV, with rounding.

## From binding energy to missing carriers

Let $\lambda$ be the number of donors and $n$ the number of electrons per unit length. With one spin-degenerate subband and a nondegenerate gas, energies being measured from the edge,

$$n=\frac2\pi\int_0^\infty dk\,e^{(\mu-\hbar^2k^2/2m)/k_BT}=N_1e^{\mu/k_BT},\qquad N_1=2\sqrt{\frac{mk_BT}{2\pi\hbar^2}}.$$

A neutral donor has two spin states, so the ratio of neutral to ionised donors is $(\lambda-n)/n=2e^{(\mu+E_I)/k_BT}$. Eliminating $\mu$,

$$\frac{n^2}{\lambda-n}=\frac{N_1}{2}e^{-E_I/k_BT}\equiv K,\qquad \frac n\lambda=\frac{2K}{K+\sqrt{K^2+4K\lambda}}.$$

At $10^{18}$ cm$^{-3}$ and $R=2$ nm, $\lambda=10^{-3}\pi(2)^2=0.0126$ nm$^{-1}$; at 300 K, $N_1=0.255$ nm$^{-1}$. In vacuum $K\simeq7.8\times10^{-9}$ nm$^{-1}$, and the ionised fraction is $\sqrt{K/\lambda}\simeq0.08\%$. At the same radius, doping and temperature it is about 9% in oxide and 38% in the matched medium. The corresponding balance for a bulk crystal, with the same mass and $\mathrm{Ry}^*$, gives about 54%. This is a one-valley figure: with the six-valley band density of silicon, about $2.8\times10^{19}$ cm$^{-3}$, and a 45 meV donor the same balance gives about 76%. At this doping $N^{1/3}a\simeq0.2$ for donor density $N$, close to the Mott transition, so independent donors are a marginal picture in bulk.

## What a real wire changes

Silicon exposed to air grows an oxide, and a transistor adds a gate. The result depends strongly on what lies at the surface: for $R=2$ nm, replacing vacuum by unlimited oxide lowers $E_I$ from 430 to 181 meV. A thin oxide shell in vacuum is a different case, not computed here.

Other omissions matter for the vacuum wire at $R=2$ nm:

- **Central cell.** The donor core adds roughly 15 meV to the binding in bulk silicon. The electron density at the donor is roughly 6.5 times the bulk value, and scaling the bulk shift by this factor suggests about 100 meV. That is too much, because a core that adds 15 meV to a 30 meV donor is too strong for first-order scaling. Gaussian wells of range 0.2 to 0.4 nm, adjusted to give 15 meV in bulk, add about 60 meV in the wire.
- **Wall leakage.** A 4 eV barrier with the free-electron mass outside moves the effective wall outwards by 0.33 nm. Enlarging the whole cylinder by this amount gives 373 meV. This probably overstates the reduction, since the dielectric surface should stay in place.
- **Mass anisotropy.** An axial mass of 0.19, with transverse masses of 0.19 and 0.92, gives 418 meV (414 meV if the transverse masses are replaced by their harmonic mean, 0.315). An axial mass of 0.92, with both transverse masses 0.19, gives 461 meV. Each value is measured from the subband edge of its own valley. The carrier balance above counts one valley; four equivalent ones would double $n$ at fixed $E_I$ and mass when few donors are ionised, if the donor ground state kept only its spin degeneracy.
- **Donor position.** With one transverse mode, moving the donor from the axis to $R/2$ lowers $E_I$ from 424 to 400 meV.

When few donors are ionised, $n\propto e^{-E_I/2k_BT}$. The central-cell shift alone would cut $n$ to about 30% of its value, so the 0.08% is an order-of-magnitude model estimate. Excited donor states, left out of the balance, lower ionisation further. The first odd state has a Boltzmann weight of between 1 and 2% in vacuum; the shallower matched donor is more exposed to this error, with about 5% for its first odd state and some 17% for its excited states together. Donors are 80 nm apart on average, and an ionised neighbour at that distance contributes about 19 meV in vacuum, comparable with $k_BT=26$ meV. A dense set of ionised donors therefore needs a many-donor treatment.

An axial field $\mathcal E$ lowers the escape barrier of the tail $-C/(\varepsilon_oz)$ by $2\sqrt{Ce\mathcal E/\varepsilon_o}$. Removing the barrier for the 430 meV donor takes 0.32 MV/cm by this formula. In the full potential, averaged over the lowest transverse mode, the barrier top lies near $1.6R$, short of the tail, and the field is 0.34 MV/cm. Both are close to the rough breakdown field of lightly doped bulk silicon. Tunnelling would begin at lower fields.

## What to do about it

Raise the permittivity next to the wire. With $p=I_0'/I_0$ and $q=|K_0'|/K_0$,

$$A_0=\frac{K_0}{I_0}\frac{q(r-1)}{rp+q},\qquad \frac{\partial A_0}{\partial r}=\frac{K_0}{I_0}\frac{q(p+q)}{(rp+q)^2}>0.$$

At fixed $R$ and $\varepsilon_i$, a larger $\varepsilon_o$ therefore lowers $W(0,0)$, and for $\varepsilon_o>\varepsilon_i$ its sign reverses. With $\varepsilon_o=22$ and $R=2$ nm, $E_I$ falls to 75 meV, below the matched value of 98 meV. These figures assume an unlimited medium that responds with its static permittivity to bound and free electrons alike. In many oxides of high permittivity much of the response is ionic and slow, and stronger lattice relaxation around the bound electron could raise $E_I$ by tens of meV.

If the layer cannot be changed and $\varepsilon_o<\varepsilon_i$, a larger radius helps through both confinement and polarisation. Heavier doping is a weaker remedy: while ionisation is small and donors remain independent, $n\simeq\sqrt{K\lambda}$, so four times the donors give only twice the carriers.
